\section*{The Quadratic Diamagnetic Shift of a Two-Dimensional s Exciton, part 1}

(Sections cited here and not found follow in the second part.)

\section{From two charges in a field to the quadratic law}

\subsection{Two levels, one field, very different shifts}

In a model semiconductor layer, a magnetic field of 23.5 T normal to the plane raises the 1s exciton by 0.177 meV and the 2s exciton by 2.79 meV. The two states are built from the same electron and the same hole, with the same masses and charges, yet one shift is about sixteen times the other. What differs is the size of the state. Without the field, the root-mean-square electron-hole separation is 31.2 bohr in the 1s state and 127.8 bohr in the 2s state. The ratio of these lengths is 4.09, and its square is 16.7.

The numbers suggest a shift proportional to the mean-square separation. The law derived below is
\begin{equation}
E(B)-E(0)=\sigma B^2+O(B^4),\qquad
\sigma=\frac{\langle r^2\rangle}{8\mu},
\label{law}
\end{equation}
where $r$ is the in-plane electron-hole separation, the average is taken in the state without field, and $\mu$ is the reduced mass. The law holds for an s state with zero pseudomomentum, a quantity defined below. The $O(B^4)$ term explains why the two shifts at 23.5 T have a ratio slightly below 16.7.

\subsection{Model and conventions}

An electron of mass $m_e$ and charge $-1$ and a hole of mass $m_h$ and charge $+1$ move in the $xy$ plane. Both masses are positive, and both bands are isotropic and parabolic. The particles attract through a central potential $V(r)$ that is local, meaning that it multiplies the wavefunction, and that does not depend on the field. With
\begin{equation}
M=m_e+m_h,\qquad \frac1\mu=\frac1{m_e}+\frac1{m_h},\qquad
\mathbf r=\mathbf r_e-\mathbf r_h=(x,y),
\end{equation}
$M$ is the total mass and $\mathbf r$ points from the hole to the electron. Energies are measured from the band gap without field. The Zeeman energies of spin and valley, which are linear in $B$, are left out here.

Hartree atomic units are used, so that $\hbar=e=1$ and the free-electron mass is 1. The Lorentz force on a charge $q$ is $q\mathbf v\times\mathbf B$, without a factor of the speed of light. The field $\mathbf B=B\hat{\mathbf z}$ is described by
\begin{equation}
\mathbf A(\mathbf r)=\tfrac12\mathbf B\times\mathbf r
=\frac B2(-y,x).
\label{gauge}
\end{equation}
Its curl is $\partial_x(Bx/2)-\partial_y(-By/2)=B$, as required. Two properties will be used repeatedly: $\mathbf A$ is linear in its argument, and its divergence is zero.

The kinetic momentum of a charge $q$ is $\mathbf p-q\mathbf A$. It has a plus sign for the electron and a minus sign for the hole:
\begin{equation}
\boldsymbol\pi_e=\mathbf p_e+\mathbf A(\mathbf r_e),\qquad
\boldsymbol\pi_h=\mathbf p_h-\mathbf A(\mathbf r_h).
\end{equation}
The Hamiltonian of the pair is
\begin{equation}
H=\frac{\boldsymbol\pi_e^2}{2m_e}+\frac{\boldsymbol\pi_h^2}{2m_h}+V(r).
\label{twobody}
\end{equation}

\subsection{The conserved pseudomomentum}

The total canonical momentum $\mathbf P=\mathbf p_e+\mathbf p_h$ is not conserved, because $\mathbf A(\mathbf r_e)$ and $\mathbf A(\mathbf r_h)$ depend on where the particles are. Consider instead
\begin{equation}
\hat{\mathbf K}=\mathbf P-\mathbf A(\mathbf r)
=\mathbf p_e+\mathbf p_h-\mathbf A(\mathbf r_e)+\mathbf A(\mathbf r_h),
\label{K}
\end{equation}
where the second form uses the linearity of $\mathbf A$. The electron part of $\hat{\mathbf K}$ has components $p_{ex}+By_e/2$ and $p_{ey}-Bx_e/2$. The components of $\boldsymbol\pi_e$ are $p_{ex}-By_e/2$ and $p_{ey}+Bx_e/2$. From $[x_e,p_{ex}]=[y_e,p_{ey}]=i$,
\begin{align}
[\hat K_x,\pi_{ex}]&=0,\\
[\hat K_x,\pi_{ey}]&=\tfrac B2[p_{ex},x_e]+\tfrac B2[y_e,p_{ey}]
=-\tfrac{iB}2+\tfrac{iB}2=0,\\
[\hat K_y,\pi_{ex}]&=-\tfrac B2[p_{ey},y_e]-\tfrac B2[x_e,p_{ex}]
=\tfrac{iB}2-\tfrac{iB}2=0,\\
[\hat K_y,\pi_{ey}]&=0.
\end{align}
The first and last vanish because they contain no coordinate together with its own momentum. The hole gives the same commutators with $B$ replaced by $-B$, so they vanish too. Finally, $\hat{\mathbf K}$ commutes with $V(r)$, since $\mathbf P$ generates a common displacement of both particles and leaves $\mathbf r$ unchanged. Hence $[\hat{\mathbf K},H]=0$.

The two components of $\hat{\mathbf K}$ also commute with each other:
\begin{equation}
[\hat K_x,\hat K_y]
=-\tfrac B2[P_x,x]+\tfrac B2[y,P_y]=0,
\end{equation}
again because $\mathbf P$ commutes with $\mathbf r$. This relies on the pair being neutral: with opposite charges, the vector potentials in (\ref{K}) combine into a function of $\mathbf r$ alone. Both components can therefore have definite values in one eigenstate of $H$. Their values form the vector $\mathbf K$, called the pseudomomentum.

Its meaning is seen from the total kinetic momentum. Adding the two classical Lorentz forces gives
\begin{equation}
\frac{d}{dt}(\boldsymbol\pi_e+\boldsymbol\pi_h)
=-\dot{\mathbf r}_e\times\mathbf B+\dot{\mathbf r}_h\times\mathbf B
=\mathbf B\times\dot{\mathbf r},
\end{equation}
since the mutual attraction cancels in the sum. Thus $\boldsymbol\pi_e+\boldsymbol\pi_h-\mathbf B\times\mathbf r$ is constant. This constant is $\mathbf K$, because $\boldsymbol\pi_e+\boldsymbol\pi_h=\mathbf P+\mathbf A(\mathbf r)$ and $2\mathbf A(\mathbf r)=\mathbf B\times\mathbf r$. A pair with $\mathbf K=0$ is therefore not a pair at rest: at separation $\mathbf r$ it carries the kinetic momentum $\mathbf B\times\mathbf r$.

\subsection{Removing the centre of mass}

Let $\mathbf R=(m_e\mathbf r_e+m_h\mathbf r_h)/M$ be the centre of mass. Inverting the definitions gives
\begin{equation}
\mathbf r_e=\mathbf R+\frac{m_h}M\mathbf r,\qquad
\mathbf r_h=\mathbf R-\frac{m_e}M\mathbf r.
\end{equation}
By the chain rule, with $\mathbf P=-i\nabla_R$ and $\mathbf p=-i\nabla_r$,
\begin{equation}
\mathbf p_e=\frac{m_e}M\mathbf P+\mathbf p,\qquad
\mathbf p_h=\frac{m_h}M\mathbf P-\mathbf p.
\end{equation}

An eigenstate of $\hat{\mathbf K}$ obeys $-i\nabla_R\Psi=[\mathbf K+\mathbf A(\mathbf r)]\Psi$. At fixed $\mathbf r$ the bracket is a constant vector, so the solution is a plane wave in $\mathbf R$:
\begin{equation}
\Psi=e^{i\theta}\varphi(\mathbf r),\qquad
\theta=[\mathbf K+\mathbf A(\mathbf r)]\cdot\mathbf R.
\label{phase}
\end{equation}
The momenta are now moved through the phase factor. For any function $f$, $\mathbf P(e^{i\theta}f)=e^{i\theta}(\mathbf P+\nabla_R\theta)f$, and $\mathbf p$ behaves likewise. With $\mathbf R=(X,Y)$,
\begin{align}
\nabla_R\theta&=\mathbf K+\mathbf A(\mathbf r),\\
\nabla_r\theta&=\nabla_r\left[\tfrac B2(-yX+xY)\right]
=\tfrac B2(Y,-X)=-\mathbf A(\mathbf R).
\end{align}
Acting on a function of $\mathbf r$ alone, the remaining operator $\mathbf P$ gives zero. The electron's kinetic momentum therefore becomes
\begin{align}
\boldsymbol\pi_e&\to\frac{m_e}M[\mathbf K+\mathbf A(\mathbf r)]
+\mathbf p-\mathbf A(\mathbf R)
+\mathbf A(\mathbf R)+\frac{m_h}M\mathbf A(\mathbf r)\nonumber\\
&=\mathbf p+\mathbf A(\mathbf r)+\frac{m_e}M\mathbf K,
\label{pie}
\end{align}
and that of the hole
\begin{align}
\boldsymbol\pi_h&\to\frac{m_h}M[\mathbf K+\mathbf A(\mathbf r)]
-\mathbf p+\mathbf A(\mathbf R)
-\mathbf A(\mathbf R)+\frac{m_e}M\mathbf A(\mathbf r)\nonumber\\
&=-\mathbf p+\mathbf A(\mathbf r)+\frac{m_h}M\mathbf K.
\label{pih}
\end{align}
In both lines $\mathbf A(\mathbf R)$ cancels and the two fractions of $\mathbf A(\mathbf r)$ add up to one. The results contain no $\mathbf R$, so a second application of the same operator follows the same rule, and the squares in (\ref{twobody}) may be formed from (\ref{pie}) and (\ref{pih}). The local potential passes through the phase unchanged.

The phase $\mathbf A(\mathbf r)\cdot\mathbf R$ matters for the final factor. If it were dropped and $\mathbf R$ set to zero, the electron would carry $(m_h/M)\mathbf A(\mathbf r)$ and the hole $(m_e/M)\mathbf A(\mathbf r)$. For equal masses each would be half its correct value, and the energy quadratic in $\mathbf A$ would come out four times too small.

\subsection{The relative Hamiltonian}

Because $\nabla\cdot\mathbf A=0$, $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$. The two kinetic energies expand to
\begin{align}
\frac{\boldsymbol\pi_e^2}{2m_e}&\to
\frac{p^2+2\mathbf A\cdot\mathbf p+A^2}{2m_e}
+\frac{\mathbf K\cdot(\mathbf p+\mathbf A)}M+\frac{m_eK^2}{2M^2},\\
\frac{\boldsymbol\pi_h^2}{2m_h}&\to
\frac{p^2-2\mathbf A\cdot\mathbf p+A^2}{2m_h}
+\frac{\mathbf K\cdot(-\mathbf p+\mathbf A)}M+\frac{m_hK^2}{2M^2}.
\end{align}
In the sum, the terms $\mathbf K\cdot\mathbf p$ cancel and the terms in $K^2$ add up to $K^2/2M$. From (\ref{gauge}),
\begin{equation}
\mathbf A\cdot\mathbf p=\frac B2(xp_y-yp_x)=\frac B2L_z,\quad
A^2=\frac{B^2r^2}4,\quad
2\mathbf K\cdot\mathbf A=\mathbf K\cdot(\mathbf B\times\mathbf r).
\end{equation}
The relative motion is therefore governed by
\begin{align}
H_{\rm rel}={}&\frac{K^2}{2M}+\frac{p^2}{2\mu}+V(r)
+\frac B2\left(\frac1{m_e}-\frac1{m_h}\right)L_z\nonumber\\
&+\frac{B^2r^2}{8\mu}+\frac{\mathbf K\cdot(\mathbf B\times\mathbf r)}M.
\label{hrel}
\end{align}
No approximation has been made within the model.

The factor 8 is now traced: a 4 comes from $A^2$ and a 2 from the kinetic energy. The reduced mass appears because each particle contributes $A^2/2m$ with the same $\mathbf A(\mathbf r)$.

\subsection{Why an s state has no linear shift}

Set $\mathbf K=0$. Every remaining term of (\ref{hrel}) is unchanged by a rotation of $\mathbf r$, so the eigenstates can be labelled by the angular momentum $m$, with $L_z=m$. An s state has $m=0$. It depends on $r$ alone, and $L_z\varphi=-i\,\partial\varphi/\partial\phi=0$, where $\phi$ is the polar angle. The linear term then vanishes as an operator on the whole $m=0$ sector, not merely on average, so it gives no contribution at second or higher order either. This holds for unequal masses as well. What remains is
\begin{equation}
H_s=\frac{p^2}{2\mu}+V(r)+B^2W,\qquad W=\frac{r^2}{8\mu}.
\label{hs}
\end{equation}
The energy of an s state depends on $B^2$ and is the same for $B$ and $-B$.

For $m=\pm1$ the linear term survives, and the two p states split by $B|1/m_e-1/m_h|$. Both statements were tested by diagonalizing the pair with unequal masses in a Gaussian well, in Cartesian functions that do not assume a value of $m$. The p splitting agreed to within one part in $10^4$.

\subsection{Perturbation theory in the square of the field}

Let $H_0$ be $H_s$ at $B=0$, and let $\varphi_0$ be a normalized bound s state with energy $E_0$, not degenerate with another s state. It is assumed to fall off fast enough for the averages below to be finite. Write $\lambda=B^2$ and insert
\begin{equation}
\varphi=\varphi_0+\lambda\varphi_1+\dots,\qquad
E=E_0+\lambda\sigma+\lambda^2c_4+\dots
\end{equation}
into $(H_0+\lambda W)\varphi=E\varphi$, choosing $\langle\varphi_0|\varphi_1\rangle=0$. The expansion is used for weak fields, and its convergence is not needed. The first two orders read
\begin{align}
(H_0-E_0)\varphi_1&=(\sigma-W)\varphi_0,\label{first}\\
(H_0-E_0)\varphi_2&=(\sigma-W)\varphi_1+c_4\varphi_0.\label{second}
\end{align}
The scalar product of $\varphi_0$ with either left side is zero, because $H_0$ is Hermitian and $(H_0-E_0)\varphi_0=0$. Equation (\ref{first}) then gives
\begin{equation}
\sigma=\langle\varphi_0|W|\varphi_0\rangle
=\frac{\langle r^2\rangle}{8\mu},\qquad
\langle r^2\rangle=
\frac{\int_0^\infty r^3|\varphi_0|^2dr}{\int_0^\infty r|\varphi_0|^2dr}.
\label{sigma}
\end{equation}
One power of $r$ in each integral comes from the area element in the plane. This is the law (\ref{law}). With the constants restored, the shift is $e^2B^2\langle r^2\rangle/(8\mu)$.

Equation (\ref{second}) gives $c_4=\langle\varphi_0|W|\varphi_1\rangle$. Projecting (\ref{first}) on another s state $n$ of $H_0$ gives $(E_n-E_0)\langle n|\varphi_1\rangle=-\langle n|W|\varphi_0\rangle$. Hence
\begin{equation}
c_4=-\frac1{64\mu^2}\sum_{n\ne0}
\frac{|\langle n|r^2|\varphi_0\rangle|^2}{E_n-E_0}.
\label{c4}
\end{equation}
The sum includes an integral over the unbound s states. States with $m\ne0$ do not enter because $r^2$ is central. For the lowest s state every denominator is positive and $c_4$ is negative: the field squeezes the state, and the smaller state responds less.

\section{Range of the law, limiting cases and a worked layer}

\subsection{Symbols and results carried over}

An electron and a hole with masses $m_e$ and $m_h$, total mass $M$ and reduced mass $\mu$ are separated by $\mathbf r$ in a plane normal to the field $B$. The conserved pseudomomentum is $\mathbf K$. At $\mathbf K=0$ an s state obeys $H_s=p^2/2\mu+V(r)+B^2r^2/8\mu$, and its weak-field shift is
\begin{equation}
E(B)-E(0)=\sigma B^2+c_4B^4+\dots,\qquad
\sigma=\frac{\langle r^2\rangle}{8\mu},
\end{equation}
with $c_4$ given by (\ref{c4}). For $\mathbf K\ne0$ the relative Hamiltonian also contains $K^2/2M$ and $\mathbf K\cdot(\mathbf B\times\mathbf r)/M$.

\subsection{A relation at finite field and an upper bound}

Let $\varphi_\lambda$ be the normalized s state at $\lambda=B^2$, and differentiate $E=\langle\varphi_\lambda|H_s|\varphi_\lambda\rangle$. The derivatives of the two wavefunctions together give $E\,d\langle\varphi_\lambda|\varphi_\lambda\rangle/d\lambda=0$, so that the derivative of the Hamiltonian is left:
\begin{equation}
\frac{dE}{d(B^2)}=\frac{\langle r^2\rangle_B}{8\mu}.
\label{hf}
\end{equation}
The subscript denotes the average in the state at field $B$. This is the Hellmann--Feynman theorem. Integrated from zero field, it reads
\begin{equation}
E(B)-E(0)=\frac1{8\mu}\int_0^{B^2}\langle r^2\rangle_{\sqrt\lambda}\,d\lambda .
\label{average}
\end{equation}
The full shift thus measures the mean-square separation averaged over $\lambda$ between 0 and $B^2$.

For the lowest s state there is also a bound. By the variational principle, the energy at field $B$ cannot exceed the average of $H_s$ in the zero-field state $\varphi_0$. It cannot lie below $E(0)$ either, because the added term $B^2r^2/8\mu$ is positive. Therefore
\begin{equation}
0\le E(B)-E(0)\le\sigma B^2 .
\label{bound}
\end{equation}
Moreover, the lowest energy is the minimum, over all trial functions, of expressions that are linear in $\lambda$. Such a minimum is a concave function of $\lambda$: its slope cannot increase. By (\ref{hf}), $\langle r^2\rangle_B$ cannot increase with the field.

The argument for the upper bound does not cover the 2s state, which is not the lowest in its sector. In its $c_4$ the 1s state enters with a negative denominator and so contributes a positive amount. The sign of the sum has to be computed.

For an s exciton with zero pseudomomentum, the weak-field shift is $\langle r^2\rangle B^2/8\mu$, and for the lowest s state this quadratic law is also an upper bound at any field. What remains is the effect of finite pseudomomentum, the Coulomb limit, the free-pair edge, and a worked screened layer that shows where the law gives out and how a size is read from a measured shift.
